# Orientation of stress-free 90° walls between tetragonal ferroelectric variants

A ferroelectric crystal is cubic above its transition, with edge $a_0$, and tetragonal below it, with edges $a$, $a$, $c$ and $c\neq a$. The $c$ axis, which carries the polarization, may lie along any of the three cubic axes. Variant $k$ has it along axis $k$. Two variants with different $c$ axes meet at a flat wall, called a 90° wall because their polar axes are nearly perpendicular. The problem is to find which orientations of this wall leave both domains free of stress.

Coordinates and Miller indices refer to the undeformed cubic parent, and $\mathbf n$ is the unit normal of the wall in that frame. The wall is an unbounded plane and is coherent: the displacement is continuous across it. Each domain is uniform and may rotate rigidly. Electric fields are absent or compensated. "Stress-free" refers to the two domains, not to the thin wall core, where the order parameter takes intermediate values and stress may remain.

## (a) Spontaneous strains

**Write the small spontaneous strains of variants 1 and 2, and their difference.**

Strain is measured from the cubic parent. The extensions along the $c$ axis and along either $a$ axis are

$$e_c=\frac{c-a_0}{a_0},\qquad e_a=\frac{a-a_0}{a_0}.$$

Hence

$$e_1=\mathrm{diag}(e_c,e_a,e_a),\qquad e_2=\mathrm{diag}(e_a,e_c,e_a),$$

and the difference is

$$D=e_1-e_2=s\,\mathrm{diag}(1,-1,0),\qquad s=e_c-e_a=\frac{c-a}{a_0}.$$

The third entry vanishes because both variants have the edge $a$ along axis 3. Any strain common to the two variants, such as their equal volume change, cancels.

## (b) The compatibility condition

**Show that a stress-free wall with normal $\mathbf n$ exists if and only if $\mathbf t\cdot D\mathbf t=0$ for every vector $\mathbf t$ in the wall.**

*Necessity.* Let the displacement in domain $k$ be $\mathbf u_k=H_k\mathbf x+\mathbf d_k$, with $H_k$ a constant gradient, and let the wall pass through the origin. Continuity at the origin gives $\mathbf d_1=\mathbf d_2$. Continuity at every other point $\mathbf t$ of the wall then gives

$$(H_1-H_2)\mathbf t=0 .$$

Any vector can be split as $\mathbf x=\mathbf t+(\mathbf n\cdot\mathbf x)\mathbf n$, with $\mathbf t$ in the wall. Therefore $(H_1-H_2)\mathbf x=(\mathbf n\cdot\mathbf x)\,\mathbf b$, where $\mathbf b=(H_1-H_2)\mathbf n$, or

$$H_1-H_2=\mathbf b\otimes\mathbf n .$$

The stress in a domain is the stiffness acting on the total strain minus the spontaneous strain. Since the stiffness is positive definite, zero stress means that the symmetric part of $H_k$ equals $e_k$. Taking symmetric parts,

$$D=\tfrac12(\mathbf b\otimes\mathbf n+\mathbf n\otimes\mathbf b).$$

Since $\mathbf n\cdot\mathbf t=0$, it follows that $\mathbf t\cdot D\mathbf t=(\mathbf t\cdot\mathbf b)(\mathbf n\cdot\mathbf t)=0$.

*Sufficiency.* Suppose that $\mathbf t\cdot D\mathbf t=0$ for all $\mathbf t$ in the plane. Applying this to $\mathbf t+\mathbf t'$ gives $2\,\mathbf t\cdot D\mathbf t'=0$, so all in-plane components of $D$ vanish. Define

$$\mathbf b=2D\mathbf n-(\mathbf n\cdot D\mathbf n)\,\mathbf n,\qquad S=\tfrac12(\mathbf b\otimes\mathbf n+\mathbf n\otimes\mathbf b).$$

The components of $S$ agree with those of $D$:

- in the plane, $\mathbf t\cdot S\mathbf t'=0=\mathbf t\cdot D\mathbf t'$;
- mixed, $\mathbf t\cdot S\mathbf n=\tfrac12\mathbf t\cdot\mathbf b=\mathbf t\cdot D\mathbf n$;
- normal, $\mathbf n\cdot S\mathbf n=\mathbf n\cdot\mathbf b=2\,\mathbf n\cdot D\mathbf n-\mathbf n\cdot D\mathbf n=\mathbf n\cdot D\mathbf n$.

So $S=D$. Now choose $H_1=e_1$ and $H_2=e_1-\mathbf b\otimes\mathbf n$. The displacement is continuous, and the symmetric part of $H_2$ is $e_1-D=e_2$. Both domains have their spontaneous strain and zero stress, so they are also in mechanical equilibrium.

Physically, the two variants must stretch every line in the wall equally. Strain components involving the normal may differ, because a jump in displacement gradient along $\mathbf n$ opens no gap.

## (c) The allowed planes

**Find all planes that satisfy the condition for variants 1 and 2, and then for every pair. What happens at a wall between the cubic phase and one tetragonal variant?**

With $D$ from part (a),

$$\mathbf t\cdot D\mathbf t=s(t_1^2-t_2^2)=s(t_1-t_2)(t_1+t_2).$$

Since $s\neq0$, every vector in the wall must lie in the plane $t_1=t_2$ or in the plane $t_1=-t_2$. A wall through the origin that differs from both would meet each of them in a single line. Two lines cannot fill a plane, so the wall must be one of the two planes themselves:

$$t_1=-t_2:\ \mathbf n=\frac{(1,1,0)}{\sqrt2},\qquad t_1=t_2:\ \mathbf n=\frac{(1,-1,0)}{\sqrt2}.$$

These are $(110)$ and $(1\bar10)$. By part (b) both are allowed, and no other plane is. Relabelling the axes gives $(101)$, $(10\bar1)$ for variants 1 and 3, and $(011)$, $(01\bar1)$ for variants 2 and 3. Together these are the six $\{110\}$ planes, which answers the question for small strains. In tetragonal indices with $c$ as the third axis, the same walls are $\{101\}$ planes, since each cuts the $c$ axis and one $a$ axis.

If $c=a$, or if the two domains share the same $c$ axis, then $D=0$ and elasticity selects no plane. This second case is that of 180° walls.

For a wall between the unstrained cubic phase and variant 1, $D$ is replaced by $e_1=\mathrm{diag}(e_c,e_a,e_a)$. Part (b) requires this to equal $\tfrac12(\mathbf b\otimes\mathbf n+\mathbf n\otimes\mathbf b)$, which sends a vector perpendicular to both $\mathbf b$ and $\mathbf n$ to zero. Its determinant must therefore vanish, but $\det e_1=e_ce_a^2$. If $e_c$ and $e_a$ are both nonzero, no stress-free plane exists. A zero determinant is not enough. The eigenvalues of that matrix are $0$ and $\tfrac12(\mathbf b\cdot\mathbf n\pm|\mathbf b|)$, one non-negative and one non-positive, so its middle eigenvalue is zero. The middle eigenvalue of $e_1$ is $e_a$. With $e_c=0$ and $e_a\neq0$ there is still no such plane, while with $e_a=0$ the plane $(100)$ fits, with $\mathbf b=e_c\mathbf n$. Two tetragonal variants avoid this obstacle because they have equal strain along the third axis.

## (d) The rotation that accompanies the wall

**Find $\mathbf b$ and the relative rotation of the domains for each allowed plane, to first order in strain.**

Let $\mathbf n=(1,1,0)/\sqrt2$ and $\mathbf m=(1,-1,0)/\sqrt2$. Then $D\mathbf n=s\mathbf m$ and $\mathbf n\cdot D\mathbf n=0$, so $\mathbf b=2s\mathbf m$. In the 1–2 block,

$$\mathbf b\otimes\mathbf n=s\begin{pmatrix}1&1\\-1&-1\end{pmatrix}
=s\begin{pmatrix}1&0\\0&-1\end{pmatrix}+s\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

The first term is $D$. With variant 1 held unrotated, $H_1=e_1$ and

$$H_2=e_1-\mathbf b\otimes\mathbf n=e_2+s\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The last matrix is a small counterclockwise rotation about axis 3. Variant 2 turns by $+s$ radians relative to variant 1.

For $(1\bar10)$ the roles of $\mathbf n$ and $\mathbf m$ are exchanged. The jump is $2s\,\mathbf n\otimes\mathbf m$, its antisymmetric part has the opposite sign, and variant 2 turns by $-s$.

The rotation costs no energy in a free crystal, but it is not optional. A uniform region of variant 2 cannot meet the same uniform region of variant 1 on both planes without stress, since it would need two different rotations at once.

## (e) Finite strain

**Is the result an artefact of small strains? Repeat the argument with finite deformation and find the rotation.**

Let $\gamma=c/a_0$ and $\alpha=a/a_0$. The stretches that carry the parent into the variants are

$$U_1=\mathrm{diag}(\gamma,\alpha,\alpha),\qquad U_2=\mathrm{diag}(\alpha,\gamma,\alpha).$$

A rigid rotation leaves the elastic energy unchanged, so a rotated variant is still stress-free. Only the relative rotation $Q$ matters, and the deformation gradients can be taken as $U_1$ and $QU_2$. Continuity requires, for all $\mathbf t$ in the wall,

$$U_1\mathbf t=QU_2\mathbf t .$$

Rotations preserve length, so $|U_1\mathbf t|^2=|U_2\mathbf t|^2$, that is,

$$\mathbf t\cdot(U_1^2-U_2^2)\mathbf t=(\gamma^2-\alpha^2)(t_1^2-t_2^2)=0 .$$

This is the condition of part (c) with a different nonzero prefactor. It selects the same two planes, now without a small-strain approximation.

To show sufficiency, a suitable $Q$ must be found. The $(110)$ plane is spanned by $\mathbf t=(1,-1,0)$ and axis 3. Both stretches multiply axis 3 by $\alpha$, so $Q$ must leave it fixed. The other vector becomes

$$U_1\mathbf t=(\gamma,-\alpha,0),\qquad U_2\mathbf t=(\alpha,-\gamma,0).$$

These have equal length and polar angles $-\arctan(\alpha/\gamma)$ and $-\arctan(\gamma/\alpha)$. A rotation about axis 3 by the difference of these angles carries the second into the first:

$$\varphi=\arctan\frac{\gamma}{\alpha}-\arctan\frac{\alpha}{\gamma}=2\arctan\frac ca-90^\circ .$$

The last step uses $\arctan(1/x)=90^\circ-\arctan x$ for $x>0$. On $(1\bar10)$ the spanning vector is $(1,1,0)$, both polar angles change sign, and the rotation is $-\varphi$.

Since $\varphi/2=\arctan(c/a)-45^\circ$, the tangent subtraction formula gives

$$\tan\frac{\varphi}{2}=\frac{c/a-1}{c/a+1}=\frac{c-a}{c+a}.$$

For small strain $\varphi\approx2(c-a)/(c+a)\approx s$, in agreement with part (d).

The indices $(110)$ label the material plane in the parent. After deformation its trace lies along $(\gamma,-\alpha,0)$, at an angle $\arctan(a/c)$ to the $c$ axis of variant 1, which is not 45°.

## (f) The cost of another plane

**Consider a stack of alternating layers of variants 1 and 2, equal in volume, with wall normal $\mathbf n$. The layers have the same isotropic stiffness, with shear modulus $\mu>0$ and Poisson ratio $-1<\nu<\tfrac12$, and the mean stress is zero. Find the elastic energy density for small strains.**

Let $\varepsilon_k$ be the total strain in layer $k$, $\eta_k=\varepsilon_k-e_k$ its elastic strain and $\sigma_k$ its stress. Zero mean stress gives $\sigma_2=-\sigma_1$. Force balance at the wall gives $\sigma_1\mathbf n=\sigma_2\mathbf n$, so both tractions vanish. Equal stiffness gives $\eta_2=-\eta_1$.

By continuity, $\varepsilon_1-\varepsilon_2=2\eta_1+D$ has no in-plane components. With the projector $P=I-\mathbf n\otimes\mathbf n$ and the in-plane mismatch $T=PDP$,

$$\eta_1^{\parallel}=-\tfrac12T,\qquad \eta_2^{\parallel}=+\tfrac12T .$$

The layers share the mismatch equally. Let $\lambda=2\mu\nu/(1-2\nu)$ be the other Lamé constant. Zero normal stress in either layer reads

$$\lambda(\mathrm{tr}\,\eta^{\parallel}+\eta_{nn})+2\mu\eta_{nn}=0
\ \Rightarrow\ \eta_{nn}=-\frac{\lambda}{\lambda+2\mu}\,\mathrm{tr}\,\eta^{\parallel}.$$

The full trace is then $2\mu\,\mathrm{tr}\,\eta^{\parallel}/(\lambda+2\mu)$. Since $\lambda/(\lambda+2\mu)=\nu/(1-\nu)$, the in-plane stress is

$$\sigma^{\parallel}=2\mu\left[\eta^{\parallel}+\frac{\nu}{1-\nu}(\mathrm{tr}\,\eta^{\parallel})P\right].$$

Only this stress does work, so the energy density $\tfrac12\sigma^{\parallel}:\eta^{\parallel}$, the same in both layers, is

$$w=\frac{\mu}{4}\left[T:T+\frac{\nu}{1-\nu}(\mathrm{tr}\,T)^2\right].$$

Let $q=n_1^2-n_2^2$. Then $D:D=2s^2$, $|D\mathbf n|^2=s^2(1-n_3^2)$ and $\mathbf n\cdot D\mathbf n=sq$. Expanding the projectors,

$$T:T=D:D-2|D\mathbf n|^2+(\mathbf n\cdot D\mathbf n)^2=s^2(2n_3^2+q^2),$$

$$\mathrm{tr}\,T=\mathrm{tr}\,D-\mathbf n\cdot D\mathbf n=-sq .$$

Because $1+\nu/(1-\nu)=1/(1-\nu)$,

$$w=\frac{\mu s^2}{4}\left[2n_3^2+\frac{(n_1^2-n_2^2)^2}{1-\nu}\right].$$

Both terms are non-negative. Their sum vanishes only when $n_3=0$ and $n_1=\pm n_2$, which recovers the planes of part (c) from energy.

For a small tilt $\delta$ from $(110)$ toward $(100)$, $q=\sin2\delta$ and $w\approx\mu s^2\delta^2/(1-\nu)$. For a tilt toward axis 3, $q=0$ and $n_3=\sin\delta$, so $w\approx\mu s^2\delta^2/2$. The cost is quadratic in both directions but not equal.

The formula for $w$ assumes equal isotropic stiffnesses. Its zeros do not: on an allowed plane both elastic strains can vanish, so the energy is zero for any stiffnesses. Conversely, if both stiffnesses are positive definite, zero energy requires both elastic strains to vanish, and part (b) applies.

## (g) Electrical neutrality

**Let $\mathbf P_1$ point along $+1$ and $\mathbf P_2$ along the rotated $+2$ axis, both with magnitude $P$. Which allowed wall is uncharged?**

Let $\mathbf N$ be the normal of the deformed wall, pointing from variant 1 to variant 2. The bound charge per area is $\sigma_b=(\mathbf P_1-\mathbf P_2)\cdot\mathbf N$. Write $h=\sqrt{\alpha^2+\gamma^2}$. From part (e),

$$\sin\varphi=\frac{\gamma^2-\alpha^2}{h^2},\qquad\cos\varphi=\frac{2\alpha\gamma}{h^2}.$$

On $(110)$, $\mathbf N=(\alpha,\gamma,0)/h$ and $\mathbf P_2=P(-\sin\varphi,\cos\varphi,0)$. Thus $\mathbf P_1\cdot\mathbf N=P\alpha/h$ and

$$\mathbf P_2\cdot\mathbf N=\frac{P}{h}\,\frac{-\alpha(\gamma^2-\alpha^2)+2\alpha\gamma^2}{h^2}=\frac{P\alpha}{h}.$$

The charge vanishes. The polarization runs head-to-tail through the wall and turns by $90^\circ+\varphi$.

On $(1\bar10)$, $\mathbf N=(\alpha,-\gamma,0)/h$ and $\mathbf P_2=P(\sin\varphi,\cos\varphi,0)$. The same algebra gives $\mathbf P_2\cdot\mathbf N=-P\alpha/h$, so

$$\sigma_b=\frac{2P\alpha}{h}=\frac{2Pa}{\sqrt{a^2+c^2}} .$$

With this $\mathbf N$ the wall is head-to-head. If the two variants exchange sides, $\mathbf N$ reverses, and the wall is tail-to-tail with the opposite charge. Reversing $\mathbf P_2$ changes no strain but exchanges the roles: $(1\bar10)$ becomes neutral and $(110)$ charged. Strain fixes the pair of planes, and the polarization signs decide which one is neutral. If the charge on the other is not compensated, its field can strain the domains through electromechanical coupling, and the assumptions of the proof no longer hold.

## (h) A numerical case

**Evaluate the results for a model crystal with $a_0=4.00$ Å, $a=3.98$ Å, $c=4.06$ Å, Young modulus 200 GPa, $\nu=0.25$ and $P=0.30$ C/m².**

The strains are $e_c=0.06/4.00=0.015$ and $e_a=-0.02/4.00=-0.005$, so $s=0.020$ and $|\mathbf b|=2s=0.040$. Neither $e_c$ nor $e_a$ is zero, so this crystal has no stress-free wall between its cubic phase and a single variant.

The linear rotation is 0.020 rad, or 1.146°. The finite result is $\varphi=1.140^\circ$. The linear value is 0.5% larger, relative to the finite one, because it divides $c-a$ by $a_0=4.00$ Å instead of the mean edge $(a+c)/2=4.02$ Å. The deformed $(110)$ wall lies at 44.43° to the $c$ axis of variant 1, and the polarizations at the neutral wall are 91.14° apart. The charged wall carries 0.42 C/m².

The shear modulus is $\mu=200/(2\times1.25)=80$ GPa, and the energy scale is

$$\frac{\mu s^2}{4}=\frac{80\times0.020^2}{4}\ \text{GPa}=8.0\ \text{MJ/m}^3 .$$

Multiplying by the bracket of part (f) gives:

| Wall | Bracket | $w$ (MJ/m³) | Largest stress component along cubic axes (GPa) |
|---|---:|---:|---:|
| $(110)$, $(1\bar10)$ | 0 | 0 | 0 |
| 5° from $(110)$ toward $(100)$ | $\sin^2 10^\circ/0.75$ | 0.32 | 0.22 |
| $(111)$ | 2/3 | 5.3 | 0.53 |
| $(100)$ | 1/0.75 | 10.7 | 2.13 |
| $(001)$ | 2 | 16.0 | 1.60 |

For the tilted wall cubic axes 1 and 2 are not principal axes of stress, and for $(111)$ none of the three is. The largest principal stresses there are $\mu s\sin10^\circ/(1-\nu)=0.37$ GPa and $\mu s/\sqrt3=0.92$ GPa.

On $(100)$ the mismatch is along axis 2 alone. Variant 1 has its shorter edge there and is stretched by $s/2$, with stress $\mu s/(1-\nu)=2.13$ GPa. On $(001)$ both in-plane directions mismatch, with opposite signs. Each stress has magnitude $\mu s=1.60$ GPa, and the two together store more energy although neither reaches the $(100)$ value.

These energies are per volume, so the cost per wall area grows with layer thickness. They assume fixed variant fractions, flat walls and linear elasticity. A real crystal may lower its energy by changing the variant fractions or the shape of the walls. The numerical output collects the main values; the two principal stresses quoted below the table follow from the formulas given there.

## Computed values

```
MODEL INPUT
cubic edge a0 = 4.00 angstrom
tetragonal edge a = 3.98 angstrom
tetragonal edge c = 4.06 angstrom
Young modulus = 200.0 GPa
Poisson ratio = 0.25 (dimensionless)
polarization = 0.30 C/m^2
STRAIN AND ROTATION
strain along c, ec = 0.0150 (dimensionless)
strain along a, ea = -0.0050 (dimensionless)
strain difference s = 0.0200 (dimensionless)
ratio c/a = 1.020101 (dimensionless)
jump amplitude |b|, linear = 0.0400 (dimensionless)
linear rotation for (110) = 1.1459 deg
finite rotation for (110) = 1.1402 deg
finite rotation for (1-10) = -1.1402 deg
deformed (110) wall to c axis of variant 1 = 44.4299 deg
angle between P1 and P2 at (110) = 91.1402 deg
number of compatible planes, all pairs = 6
BOUND CHARGE
magnitude on (110) wall = 0.0000 C/m^2
charge on (1-10) wall = 0.4200 C/m^2
LAMINATE COST, EQUAL FRACTIONS
shear modulus = 80.0 GPa
(110): energy = 0.000 MJ/m^3
  largest stress component = 0.000 GPa
(1-10): energy = 0.000 MJ/m^3
  largest stress component = 0.000 GPa
(100): energy = 10.667 MJ/m^3
  largest stress component = 2.133 GPa
(001): energy = 16.000 MJ/m^3
  largest stress component = 1.600 GPa
(111): energy = 5.333 MJ/m^3
  largest stress component = 0.533 GPa
5 deg from (110) toward (100): energy = 0.322 MJ/m^3
  largest stress component = 0.217 GPa
(100): stress along axis 2 in variant 1 = 2.133 GPa
(100): stress along axis 3 in variant 1 = 0.533 GPa
```
